# Why disordered-alloy luminescence shifts red, blue and red on heating

## The result and its three contributions

The luminescence of a disordered alloy can trace an S as temperature rises because three shifts add up, and their weights change with temperature.

1. Cold excitons are frozen in local energy minima. Moderate heating frees them, and within their lifetime they find deeper sites. The emission moves to the red relative to the gap.
2. Further heating fills shallower sites again. In equilibrium the mean energy is $-\sigma^2/kT$, where $\sigma$ is the width of the Gaussian distribution of site energies. This is a blue shift relative to the gap.
3. The gap shrinks throughout. Its slope finally exceeds that of the second contribution, and the emission turns red again.

Delocalisation is not needed for the last red branch: in the estimate below, with the edge of the extended states above the site centre, it raises the emission and delays that branch. Nor do a Gaussian tail and a finite lifetime suffice for the first contribution, if the lifetime and the downhill rates do not change with temperature. It then also needs unequal access to the sites, provided here by local traps: sites from which deeper ones are hard to reach directly.

## Model and conventions

Localised sites lie at random in a plane with density $N$. Their energies $E_i$ are independent of position and follow a Gaussian of width $\sigma$ centred at zero. Each exciton is created on a random site, has lifetime $\tau$, and hops from $i$ to $j$ at the rate

$$\nu_{ij}=\nu_0e^{-2r_{ij}/a}\exp[-\max(E_j-E_i,0)/kT].$$

All sites radiate at the same rate, there is no nonradiative loss, and excitons are too few to block one another. Energies are measured from the site centre, which follows the gap.

Let $p_i$ be the probability that an exciton emits from site $i$. For one exciton created per unit time, the steady population is $\tau p_i$. Equating losses to gains gives

$$p_i\Big(1+\tau\sum_j\nu_{ij}\Big)=G_i+\tau\sum_j\nu_{ji}p_j,$$

where $G_i$ is the probability of creation on $i$. Summed over $i$, the hopping terms cancel and $\sum_ip_i=1$.

The example uses $\sigma=20$ meV, $a=4$ nm, $N=0.02$ nm$^{-2}$, $\nu_0=10^{13}$ s$^{-1}$ and $\tau=10$ ns, so $X=\nu_0\tau=10^5$. The balance was solved for eight periodic samples of 1000 sites. One energy was drawn from each of 1000 equally probable slices of the Gaussian, to reduce sampling noise. Quoted uncertainties are standard errors over the samples. For the peak, each line was broadened by a Gaussian of standard deviation 8 meV.

## Contribution one: freezing and release

### The frozen energy

At zero temperature only downward hops survive. Label a site by $u$, the fraction of sites lower than it. If the exciton sits there, its chance of emitting before hopping is $1/(1+Y)$, with $Y=X\sum e^{-2r/a}$ summed over the lower sites. Write

$$\frac1{1+Y}=\int_0^\infty e^{-s}e^{-sY}\,ds.$$

The lower sites form a Poisson distribution of density $Nu$. The Poisson average of a product of factors $h(\mathbf r)$, one per site, is $\exp[-Nu\int(1-h)\,d^2r]$. With $h=\exp(-sXe^{-2r/a})$, the mean emission probability is

$$q(u)=\int_0^\infty e^{-s}e^{-NuM(s)}ds,\qquad M(s)=\int d^2r\,[1-\exp(-sXe^{-2r/a})].$$

Averaged over the lowest tenth of the sites, this formula gives 0.293; direct summation over the sampled sites gives 0.291.

Now assume that every site reached has a fresh, uncorrelated neighbourhood. Since energy and position are independent, a hop from $v$ lands uniformly in $0<u<v$. The density of visits $f(u)$ is the creation density, 1, plus arrivals from above:

$$f(u)=1+\int_u^1f(v)\frac{1-q(v)}v\,dv.$$

Differentiation gives $f'=-f(1-q)/u$, with $f(1)=1$. The emission density is $fq$, and

$$\frac{d(uf)}{du}=f+uf'=f-f(1-q)=fq.$$

Thus $uf$ is the cumulative emission $P(u)$, since it vanishes at $u=0$. Because $(uf)'/(uf)=q/u$,

$$P(u)=\exp\left[-\int_u^1\frac{q(v)}v\,dv\right].$$

For $X\to0$, $q=1$ and $P=u$: excitons emit where they were created. A larger $X$ lowers $q$ at fixed $u$ and lets them sink further.

Here $P=1/2$ at $u=0.0123$, far down the tail. The predicted frozen mean is $-45.5$ meV; the full kinetics at 1 K give $-43.6$ meV. The sign of the difference is what the neglected memory would produce: deep in the tail, where lower sites are several decay lengths apart, an exciton usually hops to the nearest one, so the area closer than that site holds no lower ones, and part of this empty area is still nearby after the hop. That memory explains the whole 1.9 meV is a conjecture.

The lifetime enters through the reach of a hop. A hop competes with emission if $\nu_0\tau e^{-2r/a}\gtrsim1$, hence $r\lesssim R=(a/2)\ln X$. In the example $R=2\times11.5=23$ nm. With everything else fixed, shortening $\tau$ to 1 ns raised the frozen mean by $4.5\pm0.2$ meV in samples of 500 sites.

### Equal access to all sites forbids the first red shift

Replace the distance-dependent rates by equal ones, so that an exciton attempts hops at total rate $\Gamma$ to sites chosen at random from the whole sample. Uphill attempts keep their thermal factor. Set $b=1/(\Gamma\tau)$ and consider all sites below a level $u$.

They receive a fraction $u$ of the created excitons. The population above them is $\tau(1-P)$, and each of its members drops below the level at rate $\Gamma u$, wherever it sits. If $O\ge0$ is the thermal outflow, then

$$P=u+\frac ub(1-P)-O.$$

Collecting $P$ and multiplying by $b$,

$$P(u+b)=u(1+b)-bO,\qquad P\le P_0=\frac{u(1+b)}{u+b}.$$

$P_0$ is the frozen result, for which $O=0$. Integration by parts turns the difference of means into

$$\langle E\rangle-\langle E\rangle_0=\int(P_0-P)\,dE\ge0.$$

With $\Gamma$ and $\tau$ independent of temperature, therefore, no heating brings the mean below its frozen value relative to the gap. It adds escape from deep states without improving access to them. A lifetime that grows on heating would lower $b$, and with it $\langle E\rangle_0$, so it could give a red shift even with equal access.

The numerical control has $b=0.0124$, chosen to match the frozen energy of the spatial model. Its mean rises from $-43.4$ meV when frozen to $-40.8$ meV at 60 K and $-36.8$ meV at 90 K. The spatial model instead falls from $-43.6$ to $-48.2$ meV at 60 K, a drop of $4.6\pm0.4$ meV. The density of states is the same and the frozen energies nearly agree; the difference lies in which sites can be reached directly. Here distance restricts that access. Equal hops between a few neighbours can also leave local traps, as the next example shows.

### How a thermal hop gives access to deeper sites

Take three sites in a row: a trap at energy 0, a bridge at $+\Delta$ and a deep site at $-D$. The exciton starts in the trap. Let $w$ be the downhill rate between neighbours, and neglect the direct hop from trap to deep site. Define

$$x=w\tau,\qquad \beta=e^{-\Delta/kT},\qquad \gamma=e^{-(\Delta+D)/kT}.$$

The balances of trap and deep site are

$$p_1(1+x\beta)=1+xp_2,\qquad p_3(1+x\gamma)=xp_2.$$

The second gives $p_2=p_3(1+x\gamma)/x$. Inserted in the first, it gives $p_1=[1+p_3(1+x\gamma)]/(1+x\beta)$. Since $p_1+p_2+p_3=1$,

$$p_3\left[1+\frac{1+x\gamma}x+\frac{1+x\gamma}{1+x\beta}\right]=1-\frac1{1+x\beta}=\frac{x\beta}{1+x\beta},$$

and multiplication by $1+x\beta$ yields

$$p_3=\frac{x\beta}{(1+x\beta)[1+(1+x\gamma)/x]+1+x\gamma}.$$

There are three regimes:

- **Cold:** $x\beta\ll1$, so $p_3\to0$. The exciton emits from the trap although a deeper site exists.
- **Release:** for $x\gg1$ and $x\gamma\ll1$, $p_3\approx x\beta/(2+x\beta)$. This equals one half at $x\beta=2$, or $kT=\Delta/\ln(x/2)$.
- **Equilibrium:** for $x\beta$ and $x\gamma\gg1$, $p_3\to1/(1+e^{-D/kT}+e^{-(\Delta+D)/kT})$, the Boltzmann value. Heating now empties the deep site.

With $\Delta=D=20$ meV and neighbours 14 nm apart, $x=10^5e^{-7}=91.2$. Release is expected at $kT=20/\ln45.6=5.2$ meV, or 61 K, where the full formula gives $p_3=0.490$. The mean energy is lowest, $-14.7$ meV, at 110 K. At zero temperature the neglected direct hop would occur with probability 0.077, so the sequence is approximate but not an artefact of a strong omitted channel.

An alloy contains many such traps with different barriers and distances, so its release is gradual. The spatial mean has already moved from $-43.6$ to $-45.0$ meV at 20 K.

## Contribution two: the return to shallow sites

The rates obey $\nu_{ij}e^{-E_i/kT}=\nu_{ji}e^{-E_j/kT}$: both sides contain the higher of the two energies. When hopping is fast enough to make creation and emission small perturbations, the populations therefore approach $e^{-E/kT}$. Weighted by the Gaussian density of sites, the exponent is

$$-\frac{E^2}{2\sigma^2}-\frac E{kT}=-\frac{(E+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2}.$$

This is a Gaussian of unchanged width, centred at

$$\langle E\rangle=-\frac{\sigma^2}{kT},\qquad\frac{d\langle E\rangle}{dT}=+\frac{\sigma^2}{kT^2}.$$

Mean and peak coincide, and both move up on heating. No extended state is involved.

At 60 K the formula would give $-400/5.17=-77$ meV, far below the computed $-48.2$ meV. The lifetime is too short for equilibrium: in the 500-site samples described below, a tenfold shorter lifetime raises the 60 K mean by 6.5 meV, whereas an equilibrium mean would not depend on the lifetime. A sample of 1000 sites seldom contains any site as deep as $-77$ meV, so it could not follow the formula even with an unlimited lifetime, but at 10 ns this limit hardly acts: samples of 13,000 sites give $-47.5$ meV at 60 K. At 90 K the two values are $-52$ and $-44.3$ meV, and the larger samples give $-44.6$ meV, so this difference too comes almost wholly from the lifetime. Relative to the gap, the mean turns upward at about 60 K, where it still depends on the lifetime, so the blue shift begins before equilibrium is complete. At the sampled temperatures from 160 K upward, the kinetics stay within 0.7 meV of the formula.

The lifetime also limits the depth of the dip. In the 500-site samples, the lowest mean relative to the gap is $-47.6$ meV for 10 ns and $-41.1$ meV for 1 ns. Both minima fall at 60 K on this grid, so no shift of their temperature is resolved.

## Contribution three: the shrinking gap

Let the gap shift be $-AT^2/(T+B)$, with $A=0.5$ meV/K and $B=600$ K. Its slope follows from the quotient rule:

$$-A\frac{2T(T+B)-T^2}{(T+B)^2}=-A\frac{T(T+2B)}{(T+B)^2}.$$

If the excitons are in equilibrium at the upper turning point, the blue branch ends where

$$\frac{\sigma^2}{kT^2}=A\frac{T(T+2B)}{(T+B)^2}.$$

The left side falls with temperature and the right side rises, so there is one crossing. Here it lies at 158 K, where both slopes are about 0.19 meV/K. If equilibrium is established below the crossing, a blue interval is assured. If it is not, this equation does not decide the matter, since the non-equilibrium mean has a different slope.

## Weighing the contributions

The changes of the mean emission energy, in meV, separate as follows.

| Interval | Hopping | Gap | Total |
|---|---:|---:|---:|
| 1 to 75 K | −3.6 | −4.2 | −7.8 |
| 75 to 160 K | +18.9 | −12.7 | +6.2 |
| 160 to 300 K | +12.9 | −33.2 | −20.2 |

Totals may differ by 0.1 from the sums because of rounding. The blue rise has a standard error of 0.3 meV.

In these samples the gap supplies about half of the first red branch up to 75 K; the two shares are too close to rank. Yet without release it would hardly produce that branch for these parameters. Adding the same gap shift to the equal-access control gives $-43.4$ meV when frozen, $-40.8-2.7=-43.5$ meV at 60 K and $-36.8-5.9=-42.7$ meV at 90 K. The red fall almost vanishes, because the immediate thermal rise of the excitons cancels the gap shift. In the spatial model, release first adds to the gap shift instead of opposing it.

In these samples the broadened peak shows a larger S than the mean. Including the gap, it goes from $-42.6$ meV at 1 K to $-55.0$ meV at 75 K, up to $-45.8$ meV at 160 K and down to $-65.5$ meV at 300 K. Its blue rise is 9.2 meV, a rough value because no sampling error was computed for the peak. At 75 K the peak lies 3.6 meV below the mean, so the line is asymmetric. Equilibrium would centre the line at $-62$ meV, and a sample of 1000 sites has on average only one site below that energy, so the sample size could be suspected. Most of the asymmetry survives, however, in samples of 13,000 sites, where the peak lies about 2.4 meV below the mean and its blue rise is about 8 meV. The sign of the asymmetry is therefore not a sample artefact, while its size is uncertain by about 1 meV.

The dip appears at both sample sizes, but its depth is uncertain by about 1 meV. With 500 sites, the drop from 1 to 60 K relative to the gap is $3.5\pm0.4$ meV, against $4.6\pm0.4$ meV with 1000. Samples of 13,000 sites give a drop of about 4.3 meV and a blue rise of the mean of about 5.5 meV instead of 6.2 meV. The last digit is therefore not a property of an infinite alloy.

## What delocalisation adds

Suppose extended exciton states begin at an edge $E_c$ and have in-plane mass $m$. Per internal state, their density is $m/(2\pi\hbar^2)$. Integrating the Boltzmann factor above the edge gives $mkT e^{-E_c/kT}/(2\pi\hbar^2)$. The localised sites contribute $Ne^{\sigma^2/2(kT)^2}$, by the completed square above. With the same internal multiplicity for both, the population ratio is

$$\mathcal R=\frac{mkT}{2\pi\hbar^2N}\exp\left[-\frac{E_c}{kT}-\frac{\sigma^2}{2(kT)^2}\right].$$

If extended excitons emit at the edge and as readily as localised ones, the mean becomes

$$\langle E\rangle=\frac{-\sigma^2/kT+\mathcal RE_c}{1+\mathcal R}.$$

For $\mathcal R\ll1$ the earlier law returns. For $\mathcal R\gg1$ the emission sits at the edge and moves with the gap.

Take $E_c=40$ meV and $m$ equal to the free-electron mass. The extended share is then 3% at 160 K and 30% at 300 K, and it lifts the mean by 1.9 and 17 meV. The end of the blue branch moves from 158 to 200 K. The equal-emission assumption ignores momentum selection, and the result depends exponentially on $E_c$, so these are estimates of size. The direction also depends on $E_c$: edges from 0 to 60 meV delay the turn, but an edge below the site centre can advance it, to 133 K for $E_c=-20$ meV.

## Real quantum wells and the limits of the model

The parameters are round values in the rough regime of (In,Ga)N quantum wells, where disorder widths of some tens of meV and lifetimes of nanoseconds or longer are reasonable. The site density, attempt frequency and edge are much less certain. The sampled model gives an S with a blue rise of about 6 meV in the mean. The rise of the peak is larger in these samples, but its size is known only roughly. Neither is a measured value for a particular well.

Two assumptions need special care. First, the sites below the frozen median of the memory-free theory number $2.5\times10^{10}$ cm$^{-2}$ (the full kinetics put the median somewhat higher, near $u=0.018$). The independent-exciton kinetics require a density well below this. At higher densities deep sites fill and the emission moves up, by an amount not calculated here. Filling sets in first in the dip, where excitons gather on the rarest sites: at $10^{10}$ cm$^{-2}$ about 15% of the emission at 75 K would come from sites holding more than half an exciton on average, against 1% in the frozen state.

Second, excitons dissociate. Minimising the free energy of a dilute mixture at fixed pair density $n$ requires $\mu_e+\mu_h=\mu_X$. With $n_i=Q_ie^{\mu_i/kT}$, where $Q_i$ is the thermal sum over states per area, the free fraction $\phi$ obeys

$$\frac{n\phi^2}{1-\phi}=\frac{Q_eQ_h}{Q_X}.$$

Here $Q_X$ includes localised and extended excitons. Let free pairs start one binding energy above the extended-exciton edge $E_c$, with two internal states for each carrier and four for each exciton. For a binding energy of 40 meV, electron and hole masses of 0.2 and 0.8 free-electron masses, and $n=10^{10}$ cm$^{-2}$, $\phi$ is 0.5% at 90 K, 23% at 160 K and 86% at 300 K. This density is not well below the limit just given. Half of the excitons would share the sites below the frozen median, at an average occupation of about 20%, so neglecting site filling is not justified in the cold range. At lower density the free fraction is larger: for $10^9$ cm$^{-2}$ the same formula gives about 55% at 160 K. Localisation of the separated carriers would also change these figures. By this equilibrium estimate the first red branch is little affected by dissociation, the upper turn is exposed to it, and the room-temperature end of the curve is a continuation of the exciton model beyond its secure range.

Internal fields, energy-dependent radiative rates and nonradiative loss can also reshape the spectrum. An observed S alone therefore does not determine $\sigma$; the lifetime, carrier density and gap shift must be known as well. The numerical output lists the full temperature series.

## Values computed for the example and the checks

```
sigma 20 meV, decay length 4 nm
site density 0.02 /nm^2, lifetime 10 ns
attempt frequency 1e+13 /s, attempts 1e+05
gap: A 0.5 meV/K, B 600 K; broadening 8 meV
samples 8 of 1000 sites
T(K) | mean, peak from gap | mean, peak with gap shift (meV)
   1 |  -43.6  -42.6 |  -43.6  -42.6
  20 |  -45.0  -44.0 |  -45.3  -44.4
  40 |  -47.1  -47.1 |  -48.3  -48.3
  60 |  -48.2  -50.1 |  -50.9  -52.8
  75 |  -47.2  -50.8 |  -51.4  -55.0
  90 |  -44.3  -48.9 |  -50.2  -54.7
 105 |  -40.4  -43.8 |  -48.2  -51.6
 120 |  -36.5  -38.5 |  -46.5  -48.5
 140 |  -32.0  -33.0 |  -45.3  -46.2
 160 |  -28.3  -28.9 |  -45.2  -45.8
 190 |  -24.1  -24.4 |  -46.9  -47.2
 230 |  -20.0  -20.2 |  -51.9  -52.0
 300 |  -15.4  -15.5 |  -65.4  -65.5
dip from gap at 60 K: -4.6 +- 0.4 meV
blue rise of mean 75 to 160 K: 6.2 +- 0.3 meV
blue rise of peak 75 to 160 K: 9.2 meV
largest departure from -sigma^2/kT, T>=160 K: 0.68 meV
emit-before-hop, lowest tenth: theory 0.293, direct 0.291
frozen mean: theory -45.5, kinetics -43.6 meV
median frozen site fraction u (theory): 0.0123
equal-distance control: b 0.0124, frozen -43.4 meV
control T (K): 20 60 90 120 160 300
control means (meV): -43.2 -40.8 -36.8 -32.0 -26.1 -14.9
largest error of control cumulative formula: 0.000
three sites: bridge +20, deep -20 meV, spacing 14 nm
three sites: x 91.2, onset 61 K, p3 there 0.490
three sites: lowest mean -14.7 meV at 110 K
three sites: neglected direct-hop probability 0.077
lifetime 1 ns, frozen mean shift: 4.5 +- 0.2 meV
500 sites, 10 ns: lowest mean -47.6 meV at 60 K
500 sites, 1 ns: lowest mean -41.1 meV at 60 K
500 against 1000 sites at dip: +0.6 meV
500 sites, dip: -3.5 +- 0.4 meV
blue branch ends: localised 158 K, with extended 200 K
masses 0.2, 0.8 m_e; edge 40, binding 40 meV
pair density for dissociation: 1e+10 /cm^2
90 K: extended share 0.0002, lift 0.02 meV, free pairs 0.005
160 K: extended share 0.0269, lift 1.86 meV, free pairs 0.229
300 K: extended share 0.2987, lift 16.57 meV, free pairs 0.864
sites below frozen median: 2.5e+10 /cm^2
```
